# Why doubling a p-i-n layer's thickness less than doubles its breakdown voltage

## Question

I am stuck on an exercise about high-voltage p-i-n diodes. The middle layer is undoped, and the ionization coefficient is taken proportional to the seventh power of the field. I am to show that doubling the layer thickness raises the breakdown voltage only 1.81 times.

My reasoning was this. The field in an undoped layer is uniform, so $V=FW$. Breakdown happens at the critical field of the material, so twice the thickness should give twice the voltage. Where does the missing part go? And does 1.81 hold for a real wide-gap material such as diamond, or does it belong to this power law?

## Answer

Your relation $V=FW$ is right. The step that fails is the constant critical field. Breakdown is a condition on the whole path of the carriers, and a longer path reaches it at a lower field.

### The field

Let $x$ run from the p side, $x=0$, to the n side, $x=W$, and let $F$ be the magnitude of the field. Under reverse bias the n side is positive, so electrons drift towards larger $x$ and holes towards smaller $x$.

I assume a planar diode with no breakdown at its edge, contacts doped so heavily that their depletion can be neglected, and a current so small that the moving carriers do not disturb the field. The layer then holds no space charge, and Poisson's equation gives

$$\frac{dF}{dx}=0,\qquad F=\frac{V}{W}.$$

Here $V$ is the total voltage across the layer. The applied reverse voltage is smaller than $V$ by the built-in potential.

### The breakdown condition

The ionization coefficient $\alpha$ is the mean number of electron-hole pairs that one carrier creates per unit length of path. Take it first to be equal for electrons and holes.

A pair is born at $x$. Its electron travels the distance $W-x$ to the n side, and its hole travels the distance $x$ to the p side. Together they create on average

$$\alpha(W-x)+\alpha x=\alpha W$$

new pairs. The birthplace has dropped out, so every pair in every generation has the same mean number of daughters. One initial pair leads to a total of

$$1+\alpha W+(\alpha W)^2+\dots=\frac{1}{1-\alpha W}$$

pairs if $\alpha W<1$. The sum diverges as $\alpha W\to1$, where each pair on average just replaces itself and the mean current needs no outside supply. Breakdown is therefore at

$$\alpha(F)\,W=1 .$$

### Unequal coefficients

Electrons and holes generally ionize at different rates, $\alpha_n$ and $\alpha_p$. Let $J_n$ and $J_p$ be the magnitudes of the two current densities. In the steady state $J=J_n+J_p$ does not depend on $x$, and the electron current grows along its direction of travel by all the pairs created:

$$\frac{dJ_n}{dx}=\alpha_nJ_n+\alpha_pJ_p=(\alpha_n-\alpha_p)J_n+\alpha_pJ .$$

The last form uses $J_p=J-J_n$. A self-sustaining avalanche has no carriers injected from outside. No electrons enter at the p side, so $J_n(0)=0$. No holes enter at the n side, so $J_p(W)=0$ and $J_n(W)=J$. With $\Delta=\alpha_n-\alpha_p$, the solution that vanishes at $x=0$ is

$$J_n(x)=\frac{\alpha_pJ}{\Delta}\left(e^{\Delta x}-1\right).$$

Setting $J_n(W)=J$ gives $e^{\Delta W}=1+\Delta/\alpha_p=\alpha_n/\alpha_p$. Taking the logarithm,

$$\alpha_{\rm eff}W=1,\qquad \alpha_{\rm eff}=\frac{\alpha_n-\alpha_p}{\ln(\alpha_n/\alpha_p)} .$$

This is the earlier condition with an effective coefficient. If $\alpha_p=r\alpha_n$ with a fixed ratio $r$, then $\alpha_{\rm eff}=\alpha_n(r-1)/\ln r$. It follows the same power of the field as $\alpha_n$, with a different prefactor. The exercise should be read as a statement about $\alpha_{\rm eff}$.

### The factor 1.81

Write $\alpha_{\rm eff}=AF^7$, with the same $A$ for both thicknesses, which means the same material at the same temperature. The breakdown field $F_B$ obeys

$$AF_B^7W=1\quad\Rightarrow\quad F_B=(AW)^{-1/7}.$$

Multiplying by $W$ gives the breakdown voltage:

$$V_B=F_BW=A^{-1/7}W^{1-1/7}=A^{-1/7}W^{6/7}.$$

The prefactor cancels when two thicknesses are compared:

$$\frac{V_B(2W)}{V_B(W)}=2^{6/7}=1.811 .$$

Suppose you kept the old breakdown field in the doubled layer. Each pair would then have two daughters instead of one, and the avalanche would grow. To restore the balance, $\alpha$ must be halved. Because $\alpha$ is so steep, this takes a field reduction by the factor $2^{-1/7}=0.906$, and $2\times0.906=1.81$.

For a general power $n$ the same algebra gives the ratio $2^{1-1/n}$. As $n\to\infty$ it tends to 2. That is your constant critical field: ionization would switch on abruptly at one field value. For $n=1$ the ratio is 1, since $AFW=AV=1$ fixes the voltage whatever the thickness.

To double the voltage, the thickness must grow by a factor $s$ with $s^{6/7}=2$, so $s=2^{7/6}=2.245$.

### Numbers for a diamond diode

Take layers of 10 and 20 µm, and set $\alpha_{\rm eff}=1000\ \mathrm{cm^{-1}}$ at 6 MV/cm. This is a round model value chosen for illustration, not a fit to measurements on diamond. For the thin layer, $W=10^{-3}$ cm and $\alpha_{\rm eff}W=1$ at 6 MV/cm, so

$$V_B=(6\ \mathrm{MV/cm})(10^{-3}\ \mathrm{cm})=6.00\ \mathrm{kV}.$$

For the thick layer the field is $6\times0.9057=5.434$ MV/cm. The coefficient there is $500\ \mathrm{cm^{-1}}$, half the former value, and the voltage is 10.87 kV. A layer for 12 kV would have to be 22.45 µm thick.

The result can be tested without the formula. Divide the layer into 160 cells, solve Poisson's equation on them, and build the matrix that turns one generation of pairs into the next. Breakdown is the voltage at which its largest eigenvalue equals 1. This gives the ratio 1.81145, in agreement with $2^{6/7}$.

With holes ionizing three times as strongly as electrons, and $\alpha_n$ kept at the values above, the same calculation gives 5.51 kV for the thin layer. The formula explains the drop: $\alpha_{\rm eff}$ is larger by $2/\ln3=1.82$, and $1.82^{-1/7}=0.918$. The ratio between the two thicknesses stays at 1.811.

The fixed ratio of coefficients matters. If electrons follow the seventh power and holes the fifth, with equal values at 6 MV/cm, the voltage ratio is 1.781. For nearly equal coefficients $\alpha_{\rm eff}$ is close to $\sqrt{\alpha_n\alpha_p}$, which here varies as $F^6$, and $2^{5/6}=1.782$.

### How far the power law can be trusted

A power law has the same exponent at every field. In a real material the local exponent can change with the field. A simple form with this property is $\alpha=a\,e^{-b/F}$, for which

$$\frac{d\ln\alpha}{d\ln F}=\frac{b}{F}.$$

It equals 7 at 6 MV/cm if $b=42$ MV/cm, and it rises as the field falls. The condition $\alpha W=1$ now reads $\ln(aW)=b/F_B$, so $V_B=bW/\ln(aW)$. I choose $a$ so that the thin layer still breaks down at 6 MV/cm, which means $\ln(aW)=7$ there. Doubling $W$ adds $\ln2$:

$$\frac{V_B(2W)}{V_B(W)}=\frac{2\cdot7}{7+\ln2}=1.820 .$$

The exponent itself matters more. With $n=5$ the ratio is 1.741, and with $n=9$ it is 1.852. These two values illustrate the sensitivity; they are not error limits for diamond.

### Other neglected effects

**Residual doping.** An unintended doping $N$ tilts the field by $\Delta F=qNW/\varepsilon$ across the layer. Write $F=\bar F+s$, where $\bar F=V/W$ and $s$ is spread evenly between $-\Delta F/2$ and $\Delta F/2$. The mean of $s$ is zero and the mean of $s^2$ is $\Delta F^2/12$. For equal coefficients the condition is $\int\alpha\,dx=1$, by the same counting of daughters as before. To second order in $s$,

$$A W\bar F^{\,n}\left[1+\frac{n(n-1)}{2}\,\frac{\Delta F^2}{12\bar F^2}\right]=1 .$$

The bracket exceeds 1, so $\bar F$ must fall. Taking the $n$-th root to leading order divides the correction by $n$:

$$\frac{\delta V}{V}\approx-\frac{n-1}{24}\left(\frac{\Delta F}{F_B}\right)^2 .$$

For $N=10^{15}\ \mathrm{cm^{-3}}$ and relative permittivity 5.7, $\Delta F$ is 0.317 MV/cm in the thin layer and 0.635 MV/cm in the thick one. The full calculation gives voltage shifts of −0.07 % and −0.34 %, as the estimate does, and the ratio becomes 1.807. The estimate requires a fully depleted layer with $\Delta F\ll F_B$. It also holds for unequal coefficients in a fixed ratio: in the variable $u=\int\alpha_n\,dx$ the current equation has constant coefficients, so the condition becomes $\int\alpha_{\rm eff}\,dx=1$. It does not carry over to electrons and holes that follow different powers of the field.

**Contacts.** With $10^{19}\ \mathrm{cm^{-3}}$ in both contacts, the field reaches 19 nm into each. The extra voltage drop raises the thin layer's total by 0.18 %. It is a smaller share of the thick layer's voltage, so the ratio falls slightly, to 1.810.

**Built-in potential.** Its rough upper size is the gap divided by the electron charge, 5.5 V. Subtracting it from both voltages gives a ratio of 1.812 for the applied voltages.

**Dead space.** A new carrier must first gain enough energy to ionize. If the threshold is about 1.5 gaps and no energy is lost to the lattice on the way, this takes a distance $d=14$ nm at 6 MV/cm. Energy loss would make $d$ longer, so the shift below is a lower estimate. The two carriers of a pair then have a useful path of $W-2d$ in total. The condition $AF^7(W-2d)=1$ raises the field by the fraction $2d/(7W)$, about 0.04 % for the thin layer.

**Tunnelling.** An electron crossing the gap $E_g$ meets a barrier $E_g-qFs$ that ends at $s=E_g/(qF)$. The semiclassical tunnelling probability is $e^{-G}$ with

$$G=\frac{2}{\hbar}\int_0^{E_g/qF}\!\sqrt{2m(E_g-qFs)}\,ds=\frac{4\sqrt{2m}\,E_g^{3/2}}{3\hbar qF}.$$

With an assumed mass of 0.2 electron masses, $G\approx66$ at 6 MV/cm. The triangular barrier gives a larger exponent than a two-band dispersion, where the decay constant $\sqrt{2mE(1-E/E_g)}/\hbar$ vanishes at both band edges. That form multiplies $G$ by $3\pi/16$, to about 39. The probability is small in both forms for this mass, but the two differ by about twelve orders of magnitude. The exponent varies as $\sqrt m$, so a lighter mass would raise the probability steeply: for 0.1 electron masses the two-band value is about 27, and tunnelling could no longer be dismissed. The 5.5 eV gap of diamond is indirect, so tunnelling across it needs a phonon, which this estimate leaves out. Leakage through defects is a separate matter that this estimate does not cover.

**Temperature.** If heating lowers $A$ by 20 %, $V_B$ rises by the factor $0.8^{-1/7}$, or 3.2 %. At equal temperatures the ratio is unchanged. If the thick diode alone were hotter by that amount, the ratio would be $1.811\times1.032=1.87$.

Putting the exponential law, residual doping, contacts and built-in potential into one calculation gives applied voltages of 6.00 and 10.89 kV, with ratio 1.814. The individual shifts partly cancel for these parameters.

### Comparison with real diodes

The thicknesses and doping above are plausible for diamond power diodes. The ionization coefficients of diamond are poorly settled, so 6 kV is a model value and could be well off. A real device can also violate the planar assumption, because the field can crowd at the junction edge.

Suppose the field along an edge path of length $W$ is $F=(V/W)\,g(x/W)$, where $g$ describes the crowding. With $u=x/W$ and equal coefficients, breakdown requires

$$A\left(\frac VW\right)^7W\int_0^1g(u)^7\,du=1 .$$

The voltage is therefore divided by $k=\left(\int_0^1g^7du\right)^{1/7}$. For $k=1.5$ the thin diode would break down at 4.0 kV instead of 6.0 kV. If the edge is scaled with the thickness, $g$ and $k$ stay the same and so does the ratio 1.81. If the edge geometry is held fixed while $W$ doubles, $k$ can change. As an example, a value 10 % larger in the thick diode would bring the ratio down to $1.811/1.1=1.65$. The actual change depends on the shape of the edge and can be larger than this.

So 1.81 is the planar result for exponent 7, at equal temperature and with a fixed ratio of the two coefficients. It belongs to this power law, not to diamond as such. The ratio for diamond depends on how steeply its own coefficients rise between the two breakdown fields, which this calculation does not determine. The numerical output below lists the values computed by the program; the edge-crowding figures and a few short products and powers were worked out directly in the text.

## Calculated quantities

```
Layer thicknesses: 10 and 20 um
Ionization coefficient at 6.0 MV/cm: 1000 1/cm
Breakdown field, thin layer: 6.000 MV/cm
Breakdown field, thick layer: 5.434 MV/cm
Field ratio thick/thin: 0.9057
Coefficient at thick-layer breakdown: 500.0 1/cm
Breakdown voltage, thin layer: 6.000 kV
Breakdown voltage, thick layer: 10.869 kV
Voltage ratio, generation matrix: 1.81145
Voltage ratio, formula 2^(6/7): 1.81145
Daughters per pair, thick layer at old field: 2.0000
Thickness factor for twice the voltage: 2.2449
Thickness for twice the voltage: 22.45 um
Hole/electron coefficient ratio 3:
  thin-layer voltage: 5.508 kV
  voltage ratio: 1.81145
  voltage shift, 80 to 160 cells: 0.0093 V
Voltage ratio, electron power 7 and hole power 5: 1.7811
Voltage ratio, both powers 5: 1.7411
Voltage ratio, both powers 9: 1.8517
Exponential law: a = 1.097e+06 1/cm, b = 42.0 MV/cm
  local exponent at thick-layer breakdown: 7.693
  thick-layer voltage: 10.919 kV
  voltage ratio: 1.8198
Relative permittivity: 5.7; gap: 5.5 eV
Residual doping: 1.0e+15 cm^-3
  field drop, thin and thick: 0.317, 0.635 MV/cm
  voltage shift, thin and thick: -0.070, -0.340 %
  voltage ratio: 1.8066
Contact doping: 1.0e+19 cm^-3
  depletion depth per contact, thin layer: 18.9 nm
  voltage shift, thin layer: 0.182 %
  voltage ratio: 1.8096
Built-in potential, rough upper size: 5.5 V
  ratio of applied voltages: 1.8122
Dead space for threshold 1.5 gaps: 13.8 nm
  estimated voltage shift, thin layer: 0.039 %
Tunnelling mass: 0.2 electron masses
  tunnelling probability exponent at 6 MV/cm: -65.7
Coefficient 20 % lower: voltage shift 3.24 %
  voltage ratio: 1.8114
Exponential law, residual doping, contacts, built-in potential together:
  applied voltages: 6.002 and 10.887 kV
  ratio of applied voltages: 1.8140
```
